**Breakdown of a heated gas gap: sealed vessel and constant pressure**

The program tests the statement that uniform heating of a sealed gap leaves its breakdown voltage unchanged, because ionization depends on the number density N. In its simple model V = Vi s/ln(s/K), with s = Nσd and K = ln(1 + 1/γ); σ is the collision cross section, d the gap spacing, Vi the ionization potential in volts and γ the electron yield per ion at the cathode. It asserts that numerical integration of the avalanche reproduces this formula and its minimum, and that random flights agree with the ionization coefficient and with the series that includes the run-up of new electrons. A kinetic equation that keeps the gas temperature is used to assert that heating at fixed density changes the ionization coefficient by less than one part in a thousand; the output shows about one part in 10⁵. For a 10 mm gap filled to 3 Torr at 300 K, the voltage is 224.66 V both cold and sealed at 900 K. At constant pressure it falls to 137.76 V, while that of a 4 mm gap rises from 145.10 to 183.86 V. The output also gives the effects of a cold side volume, a temperature gradient, thermal expansion and a changed γ. The cross sections are round model values, so the absolute voltages are not predictions for a particular argon device.

## Verification by program

```python
"""
Result under test: uniform heating of a sealed, fixed gas gap leaves its
breakdown voltage unchanged, since ionization depends on number density N.
At constant pressure the voltage may fall or rise on heating.
Model: alpha = N*sigma*exp(-N*sigma*Vi/E), gamma*(exp(alpha*d)-1) = 1,
V = Vi*s/log(s/K), s = N*sigma*d, K = log(1+1/gamma).
alpha: ionizations per electron per length; E: field; d: gap spacing;
sigma: collision cross section; Vi: ionization potential in volts;
gamma: electrons released from the cathode per arriving ion.
SI units are used internally, with electron energies in eV.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

k_B, q_e, m_e = const.k, const.e, const.m_e
sigma, Vi, gamma = 3.5e-20, 16.0, 0.05
T_cold, T_hot = 300.0, 900.0
p_cold = 3.0 * const.torr
gap, short_gap = 0.010, 0.004
K = math.log(1 + 1 / gamma)
atom_mass = 40 * const.atomic_mass


def townsend(N, E):
    return N * sigma * np.exp(-N * sigma * Vi / E)


def paschen(N, d, yield_ion=gamma):
    s = N * sigma * d
    return Vi * s / math.log(s / math.log(1 + 1 / yield_ion))


def integrated_breakdown(density, d):
    """Find V by integrating electron growth and counting ions.
    density is a function of x/d."""
    def log_gain(V):
        def growth(u, state):
            new_ions = d * townsend(density(u), V / d) * state[0]
            return [new_ions, new_ions]
        result = solve_ivp(growth, (0, 1), [1.0, 0.0], method="DOP853",
                           rtol=1e-9, atol=1e-12)
        assert result.success
        return math.log(gamma * result.y[1, -1])
    return brentq(log_gain, 50.0, 2000.0, xtol=1e-7)


# Sealed and constant-pressure heating
N_cold = p_cold / (k_B * T_cold)
p_sealed = p_cold * T_hot / T_cold
N_sealed = p_sealed / (k_B * T_hot)
N_open = p_cold / (k_B * T_hot)
V_cold = paschen(N_cold, gap)
V_sealed = integrated_breakdown(lambda u: N_sealed, gap)
V_open = paschen(N_open, gap)
V_short_cold = paschen(N_cold, short_gap)
V_short_open = paschen(N_open, short_gap)
assert abs(V_sealed / V_cold - 1) < 1e-6
for N, d, V in ((N_open, gap, V_open), (N_cold, short_gap, V_short_cold),
                (N_open, short_gap, V_short_open)):
    assert abs(integrated_breakdown(lambda u: N, d) / V - 1) < 1e-6
assert V_open < V_cold and V_short_open > V_short_cold

# Minimum found from integrated avalanches, compared with calculus result
search = minimize_scalar(
    lambda s: integrated_breakdown(lambda u: s / (sigma * gap), gap),
    bounds=(5.0, 15.0), method="bounded", options={"xatol": 1e-4})
s_min, V_min = math.e * K, math.e * K * Vi
assert abs(search.x / s_min - 1) < 2e-3
assert abs(search.fun / V_min - 1) < 1e-5
s_cold = N_cold * sigma * gap
T_turn = T_cold * s_cold / s_min
T_turn_short = T_turn * short_gap / gap

# Ionizing flights counted along the path of one followed electron
rng = np.random.default_rng(4)
E_cold = V_cold / gap
free_path = 1 / (N_cold * sigma)
flights = rng.exponential(free_path, 1_000_000)
alpha_count = np.count_nonzero(flights >= Vi / E_cold) / flights.sum()
alpha_cold = townsend(N_cold, E_cold)
assert abs(alpha_count / alpha_cold - 1) < 0.02  # sampling error near 0.3%


# Full avalanche of the flight model, including run-up of newborn electrons
def full_multiplication(N, d, V):
    y = N * sigma * d
    h = y * Vi / V
    return sum((math.exp(-h) * (y - n * h)) ** n / math.factorial(n)
               for n in range(int(y / h) + 1))


V_full = brentq(lambda V: gamma * (full_multiplication(N_cold, gap, V) - 1)
                - 1, 0.8 * V_cold, 2 * V_cold)
starts = 20_000
positions, arrived = np.zeros(starts), 0
while positions.size:
    steps = rng.exponential(free_path, positions.size)
    ends = positions + steps
    inside = ends < gap
    arrived += np.count_nonzero(~inside)
    ionizing = inside & (steps >= Vi * gap / V_full)
    positions = np.concatenate((ends[inside], ends[ionizing]))
M_sample = arrived / starts
M_full = full_multiplication(N_cold, gap, V_full)
assert abs(M_sample / M_full - 1) < 0.04  # sampling error near 1%

# Electron kinetic equation with gas temperature in elastic recoil.
# Round model cross sections; ionization is treated as an energy loss and
# the secondary electron is omitted from the energy distribution.
sigma_m = 1.0e-19
losses = ((12.0, 1.0e-20), (16.0, 2.0e-20))


def kinetic(reduced_field, T, energy_max, cells, inelastic):
    step = energy_max / cells
    energy = (np.arange(cells) + 0.5) * step
    face = np.arange(1, cells) * step
    recoil = 2 * m_e / atom_mass * sigma_m * face**2
    diffusion = (reduced_field**2 * face / (3 * sigma_m)
                 + recoil * k_B * T / q_e)
    left, right = diffusion / step - recoil / 2, -diffusion / step - recoil / 2
    matrix = np.zeros((cells, cells))
    low, high = np.arange(cells - 1), np.arange(1, cells)
    matrix[low, low] -= left
    matrix[low, high] -= right
    matrix[high, low] += left
    matrix[high, high] += right
    for threshold, cross in inelastic:
        shift = int(round(threshold / step))
        source = np.arange(shift, cells)
        rate = energy[source] * cross * step
        matrix[source, source] -= rate
        matrix[source - shift, source] += rate
    matrix /= np.max(np.abs(matrix))
    matrix[0] = np.sqrt(energy) * step  # normalization replaces one balance
    rhs = np.zeros(cells)
    rhs[0] = 1.0
    F = np.linalg.solve(matrix, rhs)
    mean_energy = np.sum(energy**1.5 * F) * step
    drift = -reduced_field / (3 * sigma_m) * np.sum(face * np.diff(F))
    rates = [np.sum(energy[energy > u] * cross * F[energy > u]) * step
             for u, cross in inelastic]
    return mean_energy, drift, rates


thermal_mean, _, _ = kinetic(0.0, T_hot, 2.0, 800, ())
thermal_expected = 1.5 * k_B * T_hot / q_e
assert abs(thermal_mean / thermal_expected - 1) < 0.01


def kinetic_alpha(N, T):
    field = E_cold / N
    mean, drift, rates = kinetic(field, T, 120.0, 600, losses)
    loss_power = sum(u * rate for (u, _), rate in zip(losses, rates))
    # Small elastic losses are left out of this energy balance.
    assert abs(loss_power / (field * drift) - 1) < 0.01
    return N * rates[-1] / drift, mean


alpha_k_cold, mean_energy = kinetic_alpha(N_cold, T_cold)
alpha_k_sealed, _ = kinetic_alpha(N_cold, T_hot)
alpha_k_open, _ = kinetic_alpha(N_open, T_hot)
alpha_change = alpha_k_sealed / alpha_k_cold - 1
assert abs(alpha_change) < 1e-3
assert abs(alpha_k_open / alpha_k_cold - 1) > 0.1
h_cold = N_cold * sigma * Vi / E_cold
V_recoil = -V_cold * alpha_change / h_cold

# Hot gap joined to a cold side volume
side_ratio = 9.0
balance = np.array([[1.0, side_ratio], [T_hot, -T_cold]])
N_side_gap = np.linalg.solve(balance, [N_cold * (1 + side_ratio), 0.0])[0]
side_fraction = (1 + side_ratio) / (1 + side_ratio * T_hot / T_cold)
assert abs(N_side_gap / N_cold / side_fraction - 1) < 1e-12
V_side = paschen(N_side_gap, gap)

# Temperature gradient at fixed number of atoms per plate area
T_a, T_b = 500.0, 700.0
inverse_mean = math.log(T_b / T_a) / (T_b - T_a)


def gradient_density(u):
    return N_cold / ((T_a + (T_b - T_a) * u) * inverse_mean)


midpoints = (np.arange(2000) + 0.5) / 2000
assert abs(np.mean(gradient_density(midpoints)) / N_cold - 1) < 1e-6
V_gradient = integrated_breakdown(gradient_density, gap)
gap_min = s_min / (N_cold * sigma)
V_gradient_min = integrated_breakdown(gradient_density, gap_min)
assert V_gradient < V_cold and V_gradient_min > V_min

# Other neglected effects at the hot temperature
V_misread = paschen(p_sealed / (k_B * T_cold), gap)
expansion = 1.5e-5
stretch = 1 + expansion * (T_hot - T_cold)
V_expanded = paschen(N_cold / stretch**3, gap * stretch)
V_gamma = paschen(N_cold, gap, 1.2 * gamma)
work_function = 4.5
richardson = 4 * math.pi * m_e * k_B**2 * q_e / const.h**3
thermionic = (richardson * T_hot**2
              * math.exp(-work_function * q_e / (k_B * T_hot)) / q_e)
quantum_density = (2 * math.pi * m_e * k_B * T_hot / const.h**2) ** 1.5
ionized = math.sqrt(quantum_density / N_cold
                    * math.exp(-Vi * q_e / (k_B * T_hot)))
assert ionized < 1e-20

print(f"Cold, hot temperature: {T_cold:.0f}, {T_hot:.0f} K")
print(f"Cold, sealed hot pressure: {p_cold/const.torr:.2f}, "
      f"{p_sealed/const.torr:.2f} Torr")
print(f"Main, short gap: {gap*1e3:.1f}, {short_gap*1e3:.1f} mm")
print(f"Model cross section: {sigma*1e4:.2e} cm^2")
print(f"Ionization potential Vi: {Vi:.1f} V")
print(f"Ion-induced yield gamma: {gamma:.3f}")
print(f"K = log(1+1/gamma): {K:.4f}")
print(f"Density, cold and sealed hot: {N_cold/1e6:.4e}, "
      f"{N_sealed/1e6:.4e} cm^-3")
print(f"Density, constant-pressure hot: {N_open/1e6:.4e} cm^-3")
print(f"Cold free path: {free_path*1e3:.4f} mm")
print(f"Cold s = N sigma d: {s_cold:.3f}")
print(f"Cold field at breakdown: {E_cold/100:.2f} V/cm")
print(f"Cold h = N sigma Vi/E: {h_cold:.3f}")
print(f"Alpha, formula and flight count: {alpha_cold/100:.4f}, "
      f"{alpha_count/100:.4f} cm^-1")
print(f"Main gap V, cold formula: {V_cold:.2f} V")
print(f"Main gap V, sealed hot integration: {V_sealed:.2f} V")
print(f"Main gap V, constant-pressure hot: {V_open:.2f} V")
print(f"Short gap V, cold: {V_short_cold:.2f} V")
print(f"Short gap V, constant-pressure hot: {V_short_open:.2f} V")
print(f"Paschen minimum s, V: {s_min:.3f}, {V_min:.2f} V")
print(f"Minimum temperature, main gap: {T_turn:.1f} K")
print(f"Minimum temperature, short gap: {T_turn_short:.1f} K")
print(f"V misread from hot pressure at 300 K: {V_misread:.2f} V")
print(f"Cold side volume / gap volume: {side_ratio:.1f}")
print(f"Hot gap density fraction with side volume: {side_fraction:.4f}")
print(f"Hot gap V with side volume: {V_side:.2f} V")
print(f"Gradient end temperatures: {T_a:.0f}, {T_b:.0f} K")
print(f"Main gap V with gradient: {V_gradient:.3f} V")
print(f"Gap at Paschen minimum: {gap_min*1e3:.3f} mm")
print(f"Minimum-gap V with gradient: {V_gradient_min:.3f} V")
print(f"V with newborn run-up included: {V_full:.2f} V")
print(f"Multiplication, series and sampling: {M_full:.3f}, {M_sample:.3f}")
print(f"Kinetic mean electron energy: {mean_energy:.3f} eV")
print(f"Thermal test mean, 3kT/2: {thermal_mean:.5f}, "
      f"{thermal_expected:.5f} eV")
print(f"Kinetic alpha, cold: {alpha_k_cold/100:.5f} cm^-1")
print(f"Kinetic alpha, sealed hot: {alpha_k_sealed/100:.5f} cm^-1")
print(f"Kinetic alpha, open hot, same E: {alpha_k_open/100:.5f} cm^-1")
print(f"Relative alpha change from recoil: {alpha_change:.2e}")
print(f"Estimated V shift from recoil: {V_recoil:.2e} V")
print(f"Rough metal expansion coefficient: {expansion:.2e} K^-1")
print(f"V after vessel and gap expansion: {V_expanded:.2f} V")
print(f"V if gamma rises by 20 percent: {V_gamma:.2f} V")
print(f"Rough cathode work function: {work_function:.1f} eV")
print(f"Hot thermionic electron flux: {thermionic/1e4:.2e} cm^-2 s^-1")
print(f"Thermal ionized fraction, equal weights: {ionized:.2e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Cold, hot temperature: 300, 900 K
Cold, sealed hot pressure: 3.00, 9.00 Torr
Main, short gap: 10.0, 4.0 mm
Model cross section: 3.50e-16 cm^2
Ionization potential Vi: 16.0 V
Ion-induced yield gamma: 0.050
K = log(1+1/gamma): 3.0445
Density, cold and sealed hot: 9.6565e+16, 9.6565e+16 cm^-3
Density, constant-pressure hot: 3.2188e+16 cm^-3
Cold free path: 0.2959 mm
Cold s = N sigma d: 33.798
Cold field at breakdown: 224.66 V/cm
Cold h = N sigma Vi/E: 2.407
Alpha, formula and flight count: 3.0445, 3.0610 cm^-1
Main gap V, cold formula: 224.66 V
Main gap V, sealed hot integration: 224.66 V
Main gap V, constant-pressure hot: 137.76 V
Short gap V, cold: 145.10 V
Short gap V, constant-pressure hot: 183.86 V
Paschen minimum s, V: 8.276, 132.41 V
Minimum temperature, main gap: 1225.2 K
Minimum temperature, short gap: 490.1 K
V misread from hot pressure at 300 K: 462.76 V
Cold side volume / gap volume: 9.0
Hot gap density fraction with side volume: 0.3571
Hot gap V with side volume: 140.21 V
Gradient end temperatures: 500, 700 K
Main gap V with gradient: 224.224 V
Gap at Paschen minimum: 2.449 mm
Minimum-gap V with gradient: 133.039 V
V with newborn run-up included: 252.36 V
Multiplication, series and sampling: 21.000, 20.812
Kinetic mean electron energy: 6.582 eV
Thermal test mean, 3kT/2: 0.11628, 0.11633 eV
Kinetic alpha, cold: 5.76666 cm^-1
Kinetic alpha, sealed hot: 5.76673 cm^-1
Kinetic alpha, open hot, same E: 9.10064 cm^-1
Relative alpha change from recoil: 1.22e-05
Estimated V shift from recoil: -1.14e-03 V
Rough metal expansion coefficient: 1.50e-05 K^-1
V after vessel and gap expansion: 222.32 V
V if gamma rises by 20 percent: 219.33 V
Rough cathode work function: 4.5 eV
Hot thermionic electron flux: 3.84e+01 cm^-2 s^-1
Thermal ionized fraction, equal weights: 4.14e-44
ALL CHECKS PASSED
```
